# Chern Numbers and Fermi Arcs of Spin-One and Spin-Three-Halves Nodes

## Problem

Near a point of a crystal's Brillouin zone, $2s+1$ bands meet and are described by

$$H(\mathbf k)=v\,\mathbf k\cdot\mathbf S,\qquad v>0,\qquad [S_x,S_y]=iS_z ,$$

with $\hbar=1$ and $\mathbf k$ measured from the touching point. The other two commutators follow by cyclic permutation. For $s=1$ and $s=3/2$:

1. Find the Chern number of every band on a sphere enclosing $\mathbf k=0$.
2. Find how many Fermi arcs are expected to leave the projection of this node on a crystal surface, for an energy in each gap between neighbouring bands.

Conventions: $|u\rangle$ is a normalized band state, $\mathbf A=i\langle u|\nabla u\rangle$, $\mathbf F=\nabla\times\mathbf A$, and the Chern number $C$ is the outward flux of $\mathbf F$ divided by $2\pi$. Bands and gaps are counted from the lowest upward.

## A tempting solution

The bands are labelled by the spin projection $m$ along $\mathbf k$. A spin state whose axis is carried around a solid angle $\Omega$ acquires the Berry phase $-m\Omega$. The full sphere has $\Omega=4\pi$, so $C_m=-4\pi m/2\pi=-2m$. From the lowest band upward this gives $2,0,-2$ for spin one and $3,1,-1,-3$ for spin three-halves.

A band with Chern number $C$ has $|C|$ surface modes. These are then assigned to the gap just above the band. Spin one would have 2 arcs in its lower gap and none in its upper gap. Spin three-halves would have 3, 1 and 1 arcs.

## Where it fails

The Chern numbers are right, though the Berry phase was quoted and will be derived below. The fault is the assignment of arcs to gaps.

Turn the spectrum upside down by replacing $H$ with $-H$. The eigenstates are unchanged, and the upper gap of spin one becomes the lower gap. The band now just below it has Chern number $-2$, so the rule gives 2 arcs where it previously gave none. The number of surface modes in a gap cannot depend on which way the energy axis is drawn.

A band's Chern number measures the difference between the flow of surface modes in the gap above it and that in the gap below it. A zero for the middle band says that these flows are equal, not that they vanish. The flow in one gap is obtained by adding the Chern numbers of all the bands below it.

## Right solution: the band Chern numbers

**Spectrum.** Rotate the spin quantization axis onto $\hat{\mathbf k}=\mathbf k/k$, where $k=|\mathbf k|$. Then $\hat{\mathbf k}\cdot\mathbf S$ has eigenvalues $m=-s,\dots,s$, and

$$E_m=vkm,\qquad \langle m|\mathbf S|m\rangle=m\hat{\mathbf k}.$$

The transverse expectation values vanish because the transverse spin components change $m$ by $\pm1$.

**Curvature.** In components,

$$F_a=i\epsilon_{abc}\partial_b\langle m|\partial_c m\rangle
=i\epsilon_{abc}\langle\partial_b m|\partial_c m\rangle ,$$

since the second derivative $\partial_b\partial_c$ is symmetric and cancels against $\epsilon_{abc}$. Insert $\sum_n|n\rangle\langle n|=1$ between the two derivatives. Normalization gives $\langle\partial_b m|m\rangle=-\langle m|\partial_b m\rangle$, so the term $n=m$ is symmetric in $b,c$ and drops out.

For $n\ne m$, differentiate $(H-E_m)|m\rangle=0$ and project on $\langle n|$. The term containing $\partial_cE_m$ vanishes by orthogonality, leaving

$$\langle n|\partial_cH|m\rangle+(E_n-E_m)\langle n|\partial_c m\rangle=0,$$

$$\langle n|\partial_c m\rangle=\frac{v\langle n|S_c|m\rangle}{E_m-E_n}
=\frac{\langle n|S_c|m\rangle}{k(m-n)} .$$

Using this and its complex conjugate,

$$\mathbf F_m=i\sum_{n\ne m}
\frac{\langle m|\mathbf S|n\rangle\times\langle n|\mathbf S|m\rangle}{k^2(m-n)^2}.$$

The component of $\mathbf S$ along $\mathbf k$ is diagonal and does not contribute. The transverse components connect only $n=m\pm1$, so $(m-n)^2=1$ in every nonzero term. With equal denominators, the sum can be completed by adding the term $n=m$, which is zero because it is the cross product of $m\hat{\mathbf k}$ with itself. Completeness then gives

$$\mathbf F_m=\frac{i}{k^2}\langle m|\mathbf S\times\mathbf S|m\rangle .$$

The $z$ component of $\mathbf S\times\mathbf S$ is $S_xS_y-S_yS_x=iS_z$, and the others follow cyclically. Therefore

$$\mathbf F_m=\frac{i\cdot i}{k^2}\,m\hat{\mathbf k}
=-\frac{m\hat{\mathbf k}}{k^2}.$$

The outward flux is $(-m/k^2)(4\pi k^2)=-4\pi m$, so

$$\boxed{C_m=-2m.}$$

The lists $2,0,-2$ and $3,1,-1,-3$ are thus confirmed. They sum to zero, as they must for the complete set of states. Their signs belong to $v>0$ and to the stated convention for $\mathbf A$; changing the sign of either reverses each list.

## From bands to gaps

Let $g$ bands lie below a gap. Their spin projections are $m=-s+j$ with $j=0,\dots,g-1$, and their Chern numbers are $2(s-j)$. The charge of the gap is

$$\nu_g=\sum_{j=0}^{g-1}2(s-j)=2sg-g(g-1)=g(2s+1-g).$$

Hence

- spin one: $\nu_1=2$, $\nu_2=2$;
- spin three-halves: $\nu_1=3$, $\nu_2=4$, $\nu_3=3$.

The formula is unchanged by $g\to2s+1-g$, so it passes the upside-down test that the tempting rule failed.

## Why a gap charge counts arcs

A surface needs a crystal, and a lattice must also supply the return flux. Take

$$H=t\,\mathbf d(\mathbf q)\cdot\mathbf S,\qquad
\mathbf d=(\sin q_x,\ \sin q_y,\ \sin q_z+2-\cos q_x-\cos q_y),$$

where $\mathbf q=a\mathbf k$, $a$ is the lattice constant and $t=v/a$. The bands touch where $\mathbf d=0$. This requires $\sin q_x=\sin q_y=0$, so $2-\cos q_x-\cos q_y$ is 0, 2 or 4. The third component vanishes only if $\sin q_z$ equals minus this value. Since $|\sin q_z|\le1$, the values 2 and 4 are excluded. The value 0 requires $q_x=q_y=0$ and $\sin q_z=0$, so $q_z=0$ or $\pi$.

Near the first point $\mathbf d\approx\mathbf q$, which is the node of the problem. Near the second, $\mathbf d\approx(q_x,q_y,-\delta q_z)$, with $\delta q_z=q_z-\pi$. Reversing one component reverses the orientation with which $\mathbf d$ covers a sphere, so all Chern numbers change sign.

**From sphere to torus.** Cut the crystal normal to $y$. The surface momentum is $(q_x,q_z)$. Draw a loop around the projected first node,

$$(q_x,q_z)=r(\sin\theta,\cos\theta),\qquad 0<r<\pi .$$

Together with the periodic momentum $q_y$, this loop forms a torus in the bulk Brillouin zone. It encloses the first node but not the second. Between the torus and a small sphere around the first node the direct gaps are open, and $\mathbf F$, being locally a curl, has no divergence. The flux through the torus therefore equals that through the sphere, namely $2\pi\nu_g$ for the lower $g$ bands. The outward normal is $\mathbf e_\theta\times\mathbf e_y$.

**Flow of charge.** At fixed $\theta$ the system is a chain along $y$. A Wannier state built from one band is $\int(dq_y/2\pi)\,e^{iq_yj}|u\rangle$ on layer $j$. Position acts on the exponential as $-i\partial_{q_y}$; integration by parts moves the derivative to $|u\rangle$ as $+i\partial_{q_y}$. The summed Wannier centre of the lower $g$ bands, in layers, is therefore

$$Y(\theta)=\frac1{2\pi}\sum_{\text{lower }g}\oint A_y\,dq_y .$$

Choose states periodic in $q_y$ at $\theta=0$ and continue them smoothly in $\theta$ by parallel transport, which preserves this periodicity. In the flux integral of $\partial_\theta A_y-\partial_{q_y}A_\theta$, the second term then vanishes, and

$$Y(2\pi)-Y(0)=\nu_g .$$

Now take a thick slab and fill all states below an energy that stays in the projected bulk gap around the loop. Let $W(\theta)$ be the filled weight in the upper half. The bulk carries $\nu_g$ states upward through the midplane, so the continuous part of $W$ grows by $\nu_g$. But $W$ must return to its initial value, because the Hamiltonian does. Its jumps must therefore add up to $-\nu_g$. A jump occurs when a mode on the upper surface crosses the chosen energy. On balance, $\nu_g$ such modes rise through it as $\theta$ increases.

At fixed energy, each crossing is a point where a Fermi arc cuts the loop. The expected counts, from the lowest gap upward, are

$$\boxed{s=1:\ 2,\,2;\qquad s=\tfrac32:\ 3,\,4,\,3.}$$

These are net counts, and they count arcs only where one energy stays in the projected bulk gap all around the loop; the outer gaps of spin three-halves fail this condition near the node, as shown below. The argument fixes only the net number and does not exclude extra pairs of crossings with opposite directions, so $|\nu_g|$ is a lower bound. The shape of the arcs depends on the lattice and the surface.

The loop must also enclose no other projected node. On a surface normal to $z$, both nodes of this model project to the same point, their charges cancel, and no net flow is required around it.

## A numerical case

Take round model parameters $\hbar v=1.2$ eV Å and $a=4$ Å, hence $t=1.2/4=0.30$ eV. The loop has radius $0.20$ Å$^{-1}$, or $r=0.20\times4=0.80$.

In the linear model the energy unit at this radius is $1.2\times0.20=0.24$ eV. The spin-one energies are $-0.24$, $0$ and $0.24$ eV; those of spin three-halves are $\mp0.36$ and $\mp0.12$ eV. For the lowest spin-one band, $m=-1$ and the radial curvature is $1/0.20^2=25$ Å$^2$. Its flux is $25\times4\pi\times0.20^2=4\pi$, which gives $C=2$.

**Spin one.** On the torus of the lattice model, the gaps extend from $-0.196$ eV to $0$ and from $0$ to $0.196$ eV. Their width is below $0.24$ eV because the smallest $|\mathbf d|$ on the torus is $0.196/0.30\approx0.65$, not $0.80$.

In a slab of 24 layers, one surface has two crossings in each gap:

- at $-0.10$ eV, $\theta\approx155^\circ$ and $233^\circ$;
- at $+0.10$ eV, $\theta\approx127^\circ$ and $205^\circ$.

The two sets are exchanged by $\theta\to360^\circ-\theta$. The reason is a symmetry: a spin rotation by $\pi$ about $x$ changes $\mathbf d\cdot\mathbf S$ into $(d_x,-d_y,-d_z)\cdot\mathbf S$, which is $-H/t$ at reversed $q_x$. The rotation acts within each layer, so it keeps a mode on its surface while reversing its energy.

The energy of the node itself, $E=0$, is not in a gap for spin one, because the middle band is flat there. The two arcs belong to energies on either side of it.

**Spin three-halves, middle gap.** This gap extends from $-0.098$ to $0.098$ eV on the torus. At $E=0$ there are four crossings, at about $118^\circ$, $180^\circ$, $180^\circ$ and $242^\circ$; the outer two are partners under $\theta\to360^\circ-\theta$ (a grid of $1.2^\circ$ steps places the first at $119^\circ$). The two middle crossings coincide in a thick slab: two modes pass through zero at $\theta=180^\circ$ with different slopes. There $q_x=0$ and $H=t(d_yS_y+d_zS_z)$, which changes the projection $m_x$ of $S_x$ by $\pm1$ and so connects only the set $m_x=\tfrac32,-\tfrac12$ to the set $m_x=\tfrac12,-\tfrac32$. The $2\times2$ block between these sets is triangular, and its determinant is proportional to the square of $d_z\pm id_y$. With $d_y=\sin q_y$ and $d_z=1-\sin0.8-\cos q_y\approx0.28-\cos q_y$, this complex number circles the origin once as $q_y$ runs over its period. The determinant therefore winds twice, which binds two zero-energy modes to each surface.

**Spin three-halves, outer gaps.** Here an open direct gap is not enough to define a count at one energy. The smallest direct gap between bands 3 and 4 on the torus is $0.196$ eV. Yet at $\theta=0$ band 3 reaches up to $0.408$ eV as $q_y$ varies, while band 4 starts at $0.323$ eV. Their projections overlap, and no energy separates them at that point of the loop. By the symmetry above, the same holds for the lowest two bands. The overlap is not an accident of this loop. In the linear model, at surface momentum $k_\parallel$, band 3 has energy $vk/2$ with $k=\sqrt{k_\parallel^2+k_y^2}$ and reaches the bottom $3vk_\parallel/2$ of band 4 at $k_y=\sqrt8\,k_\parallel$, so near the node this gap is never open in projection. In the lattice model every loop around one node cuts the line $q_x=0$, $0<q_z<\pi$. There $|\mathbf d|^2=1+M^2-2M\cos q_y$ with $M=1+\sin q_z\le2$, so $|\mathbf d|$ runs from $M-1$ to $M+1$. An open gap needs $\tfrac12(M+1)<\tfrac32(M-1)$, that is $M>2$, which is not reached. The counting argument at one energy therefore does not apply to the outer gaps of either model.

The net flow can still be exposed. Replace $\mathbf d$ by $\mathbf d/|\mathbf d|$ on the torus, where $\mathbf d$ never vanishes. This leaves every bulk eigenstate unchanged, and hence every Chern number, but moves the bulk bands to the constant energies $m$ in units of the new energy scale. All gaps are then open in projection. The slab calculation for these flattened bands gives net flows of $3,4,3$, and $2,2$ for spin one, with no extra opposite pairs in either case.

The numerical check tests the curvature, the Chern numbers of both nodes, the torus charges and these surface flows. Thus the 3 in an outer gap is a statement about the topological charge of $H=v\,\mathbf k\cdot\mathbf S$. It becomes a count of arcs only on a loop where the bands leave that gap open in projection, as the flattened bands do and the original ones do not. The charges also belong to the isotropic form of $H$. A cubic crystal allows a further linear term $vb\sum_i k_iS_i^3$ at a spin three-halves node; along an axis the levels become $vk(m+bm^3)$, those of $m=\tfrac32$ and $m=\tfrac12$ meet at $b=-4/13$, and beyond such a closing of a direct gap the Chern numbers found here need not hold.

## Values computed for the example and the checks

```
hbar*v = 1.20 eV angstrom
hbar*v converted = 0.08334 hartree bohr
lattice constant a = 4.0 angstrom
hopping t = 0.30 eV
loop radius = 0.20 1/angstrom
slab thickness = 24 layers; loop points = 300
spin 1/2: net surface modes = 1
spin 1: energies on loop-radius sphere = -0.24, 0.00, 0.24 eV
spin 1: radial curvature, lowest band first = 25.00, 0.00, -25.00 angstrom^2
spin 1: Chern numbers, lowest band first = [2, 0, -2]
spin 1: Chern numbers at partner node = [-2, 0, 2]
spin 1: gap charges on torus, lowest gap first = [2, 2]
spin 1: net surface modes, flattened bands = [2, 2]
spin 1: all crossings, flattened bands = [2, 2]
spin 1: gap 1 on loop = -0.196 to -0.000 eV
spin 1: gap 2 on loop = 0.000 to 0.196 eV
spin 1: gap 1 at -0.10 eV: net arcs = 2, crossings = 2
   crossing angles from +qz = 155, 233 degrees
spin 1: gap 2 at 0.10 eV: net arcs = 2, crossings = 2
   crossing angles from +qz = 127, 205 degrees
spin 3/2: energies on loop-radius sphere = -0.36, -0.12, 0.12, 0.36 eV
spin 3/2: radial curvature, lowest band first = 37.50, 12.50, -12.50, -37.50 angstrom^2
spin 3/2: Chern numbers, lowest band first = [3, 1, -1, -3]
spin 3/2: Chern numbers at partner node = [-3, -1, 1, 3]
spin 3/2: gap charges on torus, lowest gap first = [3, 4, 3]
spin 3/2: net surface modes, flattened bands = [3, 4, 3]
spin 3/2: all crossings, flattened bands = [3, 4, 3]
spin 3/2: gap 2 on loop = -0.098 to 0.098 eV
spin 3/2: gap 2 at 0.00 eV: net arcs = 4, crossings = 4
   crossing angles from +qz = 119, 180, 180, 242 degrees
spin 3/2: smallest direct upper gap = 0.196 eV
spin 3/2: top of band 3 at angle 0 = 0.408 eV
spin 3/2: bottom of band 4 at angle 0 = 0.323 eV
```
